# Current-Field Instability Boundaries of a Perpendicular Macrospin with a Collinear Polarizer, part 2

A uniformly magnetized free layer, with moment direction $\mathbf m$ (a unit vector) and film normal $\hat{\mathbf z}$, is driven by a spin-polarized current. The question is whether a moment that leaves one pole, up ($m_z=+1$) or down ($m_z=-1$), reaches the other. Both poles are written $m_z=\sigma$, with $\sigma=\pm1$.

The applied axial field $B$, the effective anisotropy field $B_k>0$ (demagnetization included) and the damping-like torque field $a$ are in tesla. The gyromagnetic ratio $\gamma>0$ is in rad s$^{-1}$ T$^{-1}$, and $\alpha>0$ is the Gilbert damping. The polarizer is fixed along $+\hat{\mathbf z}$. Current is positive when electrons flow from the polarizer into the free layer; $a$ is proportional to current and to the spin-torque efficiency, and positive $a$ drives the moment toward the polarizer. The field-like torque adds the field $\zeta a\hat{\mathbf z}$, with $1+\alpha\zeta>0$. The equation of motion is

$$
\dot{\mathbf m}=\mathbf T+\alpha\mathbf m\times\dot{\mathbf m},
\qquad
\mathbf T=-\gamma W\mathbf m\times\hat{\mathbf z}
-\gamma a\mathbf m\times(\mathbf m\times\hat{\mathbf z}),
$$

with $W=B+B_km_z+\zeta a$.

Part 1 treated small tilts $\psi=m_x+im_y$ at constant efficiency. They obey $\dot\psi=\Lambda_\sigma\psi$ with a single complex rate $\Lambda_\sigma$, whose real part is the growth rate

$$
\Gamma_\sigma=-\frac{\gamma}{1+\alpha^2}
\left[\alpha(B_k+\sigma B)+\sigma(1+\alpha\zeta)a\right].
$$

For down, $\Gamma_\sigma$ is written $\Gamma_\downarrow$. Up is unstable when $(1+\alpha\zeta)a<-\alpha(B_k+B)$, and down is unstable when $(1+\alpha\zeta)a>\alpha(B_k-B)$.

The example disk of Part 1 has diameter 40 nm, thickness 1 nm, saturation magnetization $M_s=1$ MA/m, $B_k=0.300$ T, $\alpha=0.01$, efficiency $\eta=0.6$ and $\zeta=0.2$, with $B=0.050$ T and $\gamma=1.76086\times10^{11}$ rad s$^{-1}$ T$^{-1}$. Its down state becomes unstable at 15.9 µA.

### Axial motion at any angle

The implicit damping term can be removed without approximation. Taking the cross product of $\mathbf m$ with the equation of motion gives

$$
\mathbf m\times\dot{\mathbf m}
=\mathbf m\times\mathbf T+\alpha\mathbf m\times(\mathbf m\times\dot{\mathbf m})
=\mathbf m\times\mathbf T-\alpha\dot{\mathbf m}.
$$

The last step uses $\mathbf m\cdot\dot{\mathbf m}=0$, which follows from $|\mathbf m|=1$. Substitution into the original equation yields

$$
(1+\alpha^2)\dot{\mathbf m}=\mathbf T+\alpha\mathbf m\times\mathbf T .
$$

Because $\mathbf m\times\hat{\mathbf z}$ is perpendicular to $\mathbf m$, a further double cross product with $\mathbf m$ changes its sign. Thus

$$
\mathbf m\times\mathbf T=
-\gamma W\mathbf m\times(\mathbf m\times\hat{\mathbf z})
+\gamma a\,\mathbf m\times\hat{\mathbf z}.
$$

Collecting like vectors gives the explicit equation

$$
(1+\alpha^2)\dot{\mathbf m}=
-\gamma(W-\alpha a)\,\mathbf m\times\hat{\mathbf z}
-\gamma(a+\alpha W)\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}).
$$

The first vector has no $z$ component. The $z$ component of the second double product is $m_z^2-1$. Therefore

$$
(1+\alpha^2)\dot m_z=\gamma(1-m_z^2)f(m_z),
$$

$$
f(m_z)=a+\alpha W=\alpha(B+B_km_z)+(1+\alpha\zeta)a .
$$

The azimuth has dropped out because of the axial symmetry. Between the poles, the sign of $f$ alone determines the direction of axial motion. The derivation did not assume that $a$ is constant, so the equation also holds when $a$ depends on $m_z$.

### Constant efficiency: reversal is complete

Define the dimensionless drive

$$
w=\frac{B}{B_k}+\frac{(1+\alpha\zeta)a}{\alpha B_k},
\qquad f(m_z)=\alpha B_k(m_z+w).
$$

The condition for an unstable down state is $w>1$. Since $m_z\geq-1$, it makes $f$ positive at every angle, so any initial tilt from down leads to up. Likewise, up is unstable for $w<-1$, which makes $f$ negative at every angle. In this model the linear threshold is therefore also the threshold for complete, deterministic reversal.

Exactly at $w=1$ the linear growth rate vanishes, but $f=\alpha B_k(m_z+1)$ is still positive away from the pole. For a small tilt $\theta$ from down, $\dot\theta$ is then proportional to $\theta^3$ instead of $\theta$, so the moment leaves the pole very slowly at first. The boundary $w=-1$ is its mirror image.

Inside the bistable strip, $|w|<1$, $f$ vanishes at $m_z=-w$. It is negative below this value and positive above it, so the cone $m_z=-w$ separates the states that return to down from those that go to up. A sufficiently large disturbance can thus cause reversal below the linear threshold.

The initial tilt is essential. At the pole itself the torque is zero, and a simulation started there without noise will stay there whatever the current.

### Reversal time

For $w>1$, separating variables in the axial equation gives

$$
dt=\frac{1+\alpha^2}{\gamma\alpha B_k}\,
\frac{dc}{(1-c^2)(c+w)},\qquad c=m_z.
$$

The fraction is decomposed as

$$
\frac1{(1-c)(1+c)(c+w)}
=\frac{A_1}{1-c}+\frac{A_2}{1+c}+\frac{A_3}{c+w}.
$$

Multiplying by each denominator in turn and setting $c=1$, $c=-1$ and $c=-w$ gives

$$
A_1=\frac1{2(1+w)},\quad
A_2=\frac1{2(w-1)},\quad
A_3=\frac1{1-w^2}.
$$

The time from $c_0$ to a later value $c_1$, with $-1<c_0<c_1<1$, is therefore

$$
t=\frac{1+\alpha^2}{\gamma\alpha B_k}
\left[
A_1\ln\frac{1-c_0}{1-c_1}
+A_2\ln\frac{1+c_1}{1+c_0}
+A_3\ln\frac{c_1+w}{c_0+w}
\right].
$$

For a small initial tilt $\theta_0$ from down, $1+c_0=1-\cos\theta_0\simeq\theta_0^2/2$. The second term then contains $\ln(1/\theta_0)/(w-1)$. Since the growth rate of Part 1 is $\Gamma_\downarrow=\gamma\alpha B_k(w-1)/(1+\alpha^2)$, the leading time is $\ln(1/\theta_0)/\Gamma_\downarrow$ in the limit $\theta_0\to0$ at fixed $w$. Close to threshold the third term is not negligible: for $\theta_0^2\ll w-1\ll1$ the two terms together give the shorter time $\ln[\sqrt{2(w-1)}/\theta_0]/\Gamma_\downarrow$. The time diverges for vanishing tilt. At a fixed nonzero tilt, however, the exact time stays finite as $w\to1$, because the divergent parts of the $A_2$ and $A_3$ terms cancel. For reversal from up, the same formula applies after the signs of $c_0$, $c_1$ and $w$ are changed.

For the disk of Part 1, take twice the down threshold, 31.8 µA, and $\theta_0=0.10$ rad. This tilt is a chosen value; the root-mean-square thermal tilt of the down state at 300 K and 50 mT is about 0.17 rad, which would give a shorter time. At threshold the current part of $w$ equals $1-B/B_k$, so here

$$
w=\frac{0.050}{0.300}+2\,\frac{0.250}{0.300}=1.833 .
$$

The growth time of the amplitude, $1/\Gamma_\downarrow$, is 2.27 ns. Setting $c_0=-\cos0.10$ and $c_1=0$, the bracket is

$$
\frac{\ln(1+\cos0.10)}{2(2.833)}
-\frac{\ln(1-\cos0.10)}{2(0.833)}
+\frac{\ln[1.833/(1.833-\cos0.10)]}{1-1.833^2},
$$

and multiplication by the prefactor gives 5.62 ns to reach the equator.

The equator is not in general the point at which the current may be removed. After an abrupt end of the pulse, $a=0$ and the separating cone lies at $m_z=-B/B_k$, provided $|B|<B_k$. The pulse must carry the moment beyond this cone. At the field of the example the cone lies below the equator, so reaching the equator suffices. With a negative field it lies above the equator, and the value of $c_1$ must be chosen accordingly.

### Angular efficiency

The efficiency may depend on the angle between the moment and the polarizer. A simple form is

$$
a(m_z)=\frac{a_0}{1+\lambda m_z},\qquad 0<\lambda<1,
$$

where $a_0$ is proportional to current. For a given current the torque is then stronger near down than near up. The field-like ratio $\zeta$ is kept constant. With

$$
h=\frac{B}{B_k},\qquad
s=\frac{(1+\alpha\zeta)a_0}{\alpha B_k},
$$

the axial drive becomes

$$
f(c)=\alpha B_k\left(h+c+\frac{s}{1+\lambda c}\right)
=\frac{\alpha B_k}{1+\lambda c}\,q(c),
$$

$$
q(c)=(c+h)(1+\lambda c)+s .
$$

The denominator is positive, so $q$ and $f$ have the same sign.

Near a pole, $m_z$ differs from $\sigma$ only at second order in the tilt. The linear analysis therefore needs just the polar value of $a$. Up is unstable when $q(1)<0$, and down is unstable when $q(-1)>0$:

$$
s<s_\uparrow=-(1+h)(1+\lambda),
\qquad
s>s_\downarrow=(1-h)(1-\lambda).
$$

Both boundaries are still straight, but they have different slopes. Their separation is

$$
s_\uparrow-s_\downarrow
=-(1+\lambda+h+\lambda h)-(1-\lambda-h+\lambda h)
=-2(1+\lambda h).
$$

They cross at $h=-1/\lambda$. For $h<-1/\lambda$ there is an interval $s_\downarrow<s<s_\uparrow$ in which both poles are unstable. There $q(-1)>0>q(1)$, and a quadratic that changes sign between two points has one zero between them. Below that zero $m_z$ rises, and above it $m_z$ falls, so the moment settles on a cone of steady precession.

On any such cone $f=0$, so $a=-\alpha W$. The azimuthal part of the explicit equation, with $\mathbf m\times\hat{\mathbf z}$ pointing opposite to increasing azimuth $\phi$, gives

$$
\dot\phi=\frac{\gamma(W-\alpha a)}{1+\alpha^2}=\gamma W .
$$

### When instability stops at a cone

A cone can also intercept the reversal from down when up is stable. Consider first $h>-1/\lambda$, where $s_\downarrow>s_\uparrow$. If down is unstable, then $s>s_\downarrow>s_\uparrow$, and $q$ is positive at both poles. Complete reversal requires it to be positive between them as well.

Since $\lambda>0$, $q$ is a parabola opening upward. Written as $q=\lambda(c+h)(c+1/\lambda)+s$, it has its minimum midway between $-h$ and $-1/\lambda$:

$$
c_m=-\frac12\left(h+\frac1\lambda\right),
\qquad
q(c_m)=s-\frac\lambda4\left(\frac1\lambda-h\right)^2 .
$$

If $c_m\leq-1$, which means $h\geq2-1/\lambda$, then $q$ increases between the poles. Its positive value at down ensures that it is positive throughout, and the linear threshold gives complete reversal.

If $-1/\lambda<h<2-1/\lambda$, the minimum lies between the poles. Complete reversal then requires

$$
\boxed{s>s_{\rm full}=\frac\lambda4\left(\frac1\lambda-h\right)^2 .}
$$

To compare this with the linear threshold, set $x=1-h$ and $y=1/\lambda-1$. Then $s_\downarrow=\lambda xy$ and $s_{\rm full}=\lambda(x+y)^2/4$, so

$$
s_{\rm full}-s_\downarrow=\frac\lambda4(x-y)^2
=\frac\lambda4\left(2-\frac1\lambda-h\right)^2 .
$$

The difference closes quadratically at $h=2-1/\lambda$. For $s_\downarrow<s<s_{\rm full}$, $q$ has two zeros between the poles:

$$
c_\pm=\frac{-(1+\lambda h)\pm
\sqrt{(1+\lambda h)^2-4\lambda(h+s)}}{2\lambda}.
$$

At $c_-$ the drive changes from positive to negative, so this cone attracts. At $c_+$ it changes from negative to positive, so that cone repels. A moment starting near down stops at $c_-$. At $s=s_{\rm full}$ the two cones merge, and the merged cone still stops motion from below; this is why the inequality for complete reversal is strict.

Reversal from up behaves differently. For $h>-1/\lambda$, the condition $s<s_\uparrow$ also implies $s<s_\downarrow$, so $q$ is negative at both poles. A parabola opening upward lies below the chord joining its end values, hence $q$ is negative throughout. The reversal to down is complete at its linear threshold.

Strongly negative fields need separate conditions. For $-2-1/\lambda<h<-1/\lambda$, the minimum still lies between the poles, and full reversal to up requires $s>s_{\rm full}$. For $h\leq-2-1/\lambda$, $q$ decreases between the poles, and the requirement is $s\geq s_\uparrow$. In both cases full reversal to down requires $s\leq s_\downarrow$. At equality in these last two conditions $q$ vanishes only at the target pole, so the moment still approaches it, but more slowly than exponentially.

If $\lambda$ is negative, the same results apply after the replacements $m_z\to-m_z$, $h\to-h$, $s\to-s$ and $\lambda\to-\lambda$, under which the axial equation keeps its form. The roles of up and down are then exchanged.

### Worked case: a cone before reversal

Take $\lambda=0.50$ and $h=-0.80$. The lines cross at $h=-2$, and complete reversal from down directly at the linear threshold requires $h\geq0$, so a cone is expected just above that threshold. The thresholds are

$$
s_\downarrow=(1+0.80)(1-0.50)=0.900,
$$

$$
s_{\rm full}=\frac{0.50}{4}(2+0.80)^2=0.980 .
$$

At $s=0.940$ the lower zero is $c_-=-0.883$. Integrating the full vector equation with an adaptive eighth-order Runge-Kutta method, from a tilt of 0.10 rad and with $\alpha=0.10$ and $\zeta=0.20$, also leads to $m_z=-0.883$. At $s=1.020$ the same integration ends at $m_z=1.000$. At given $s$, $h$ and $\lambda$ the cone angle does not depend on damping, because $q$ does not contain $\alpha$.

For $h=-3.00$ and $s=2.50$, both poles are unstable. The interior zero is $-0.618$, and integrations started near up and near down both settle there.

### Use of the formulas and their limits

An implementation should first fix the sign of positive current and the direction of the polarizer, then convert current to $a$ or $a_0$. For constant efficiency, $w$ decides the outcome, together with the initial $m_z$ when $|w|<1$. For angular efficiency, the polar values of $q$ decide linear stability, and its interior zeros decide whether reversal is complete. A measured switching current should not be equated with $s_\downarrow$ when a cone can intervene.

The boundaries are straight because $B_k$, $\alpha$, $\zeta$ and the efficiency at each pole are independent of current. Heating or voltage-controlled anisotropy makes some of these functions of current, and in tunnel junctions the field-like torque often has a part quadratic in bias, so that $\zeta$ is not constant. The polar conditions can still be evaluated with those functions inserted, but they no longer define straight lines in general. At fixed voltage, a resistance that depends on angle also makes the current depend on $m_z$, and this dependence must be included in $a(m_z)$.

Axial symmetry is a stronger requirement. A transverse field or a tilted polarizer exerts a torque at $m_z=\pm1$, so the poles are no longer stationary and the stability analysis must start from other states. An in-plane anisotropy leaves the poles stationary, but it distinguishes $m_x$ from $m_y$. The linear equation then couples $\psi$ to its complex conjugate, and the single complex rate of Part 1 does not apply.

The macrospin model excludes domain nucleation and spin waves. At finite temperature, fluctuations supply the initial tilt and can carry the moment across the separating cone below threshold. The results then remain the stability limits of the noiseless model, while switching at a given current and pulse length becomes a matter of probability.
